# Why fast-converging TM grating calculations need the inverse Fourier rule

## What scaling and symmetry fix

A grating of period $\Lambda$ along $x$ has ridges of relative permittivity $\varepsilon_r$ and grooves of $\varepsilon_g$, both real and positive, with vertical walls. Its fields are expanded in Fourier orders $|n|\le N$. A permittivity step contains no length. Near one wall, the truncation therefore supplies the only short length, about $\Lambda/N$. A field error of fixed height and this width has an integral proportional to $1/N$.

In the long-wave limit the quantity at stake is the mean $\langle1/\varepsilon\rangle$ over a period. Multiplying both permittivities by a constant must divide its error by that constant. The leading error must then have the form
$$\delta_N\simeq\frac{1}{\varepsilon_g N}\,F\!\left(\frac{\varepsilon_r}{\varepsilon_g}\right),\qquad F(1/r)=rF(r).$$
The second relation says that the two materials may be exchanged, since each wall separates the same pair. What remains is to find $F$, and to learn which field products produce such an error.

## The two products

Fields vary as $e^{-i\omega t}$, incidence is normal, and the magnetic field $H$ points along the lines (TM). Maxwell's equations are
$$\partial_zH=i\omega\varepsilon_0\varepsilon E_x,\quad \partial_xH=-i\omega\varepsilon_0\varepsilon E_z,\quad \partial_zE_x-\partial_xE_z=i\omega\mu_0H.$$
At a wall $H$, $E_z$ and $D_x=\varepsilon_0\varepsilon E_x$ are continuous. Thus in $\varepsilon E_x$ both factors jump and the jumps cancel, whereas in $\varepsilon E_z$ only $\varepsilon$ jumps.

Let $[[a]]$ be the truncated matrix with entries $a_{n-m}$, and $K$ the diagonal matrix of $2\pi n/\Lambda$. Write the truncated $\varepsilon E_x$ as $ME_x$, and let $Z$ represent division by $\varepsilon$ in the second equation. Then
$$E_z=-\frac{1}{\omega\varepsilon_0}ZKH,\qquad \partial_zE_x=i\omega\mu_0H-\frac{i}{\omega\varepsilon_0}KZKH.$$
Differentiating $\partial_zH=i\omega\varepsilon_0ME_x$ and using $k_0^2=\omega^2\varepsilon_0\mu_0$ gives, for $H\propto e^{i\gamma z}$,
$$\gamma^2M^{-1}H=(k_0^2-KZK)H.$$

Three choices will be weighed:

- ordinary rule: $M^{-1}=Z=[[\varepsilon]]^{-1}$;
- correct rule: $M^{-1}=[[1/\varepsilon]]$, $Z=[[\varepsilon]]^{-1}$;
- inverse rule everywhere: $M^{-1}=Z=[[1/\varepsilon]]$.

## First contribution: the terms left out at a wall

Let $\theta=2\pi x/\Lambda$. A function with jump $\Delta a$ at $\theta_w$ has, after one integration by parts, $a_n\simeq\Delta a\,e^{-in\theta_w}/(2\pi in)$. The truncated product of $a$ and $b$ omits the orders $|m|>N$ of $b$. Evaluated at the wall, the omitted part is
$$\sum_{|n|\le N}\sum_{|m|>N}a_{n-m}b_me^{in\theta_w}\simeq-\frac{\Delta a\,\Delta b}{4\pi^2}\int_{|v|>1}\frac{dv}{v}\int_{-1}^{1}\frac{du}{u-v},$$
with $u=n/N$, $v=m/N$. Terms involving the other wall carry oscillating phases and fade as $N$ grows. For $v>1$ the inner integral is $-\ln[(v+1)/(v-1)]$. Putting $v=1/t$ and expanding the logarithm,
$$\int_0^1\frac{dt}{t}\ln\frac{1+t}{1-t}=2\sum_{k\ge0}\frac{1}{(2k+1)^2}=\frac{\pi^2}{4}.$$
The range $v<-1$ contributes equally, so the double integral is $-\pi^2/2$ and the omitted part is $\Delta a\,\Delta b/8$. It does not shrink with $N$.

For constant $D_x$, take $a=\varepsilon$ and $b=1/\varepsilon$. The product of jumps is $-(\varepsilon_r-\varepsilon_g)^2/(\varepsilon_r\varepsilon_g)$. Omitting a negative quantity makes the reconstructed $D_x$ too large at the wall, by the fraction $(\varepsilon_r-\varepsilon_g)^2/(8\varepsilon_r\varepsilon_g)$.

The worked example is a transparent phase mask with round model parameters: $\varepsilon_r=4$, $\varepsilon_g=1$, wavelength 200 nm, period 250 nm, ridge width 100 nm and depth 100 nm. The predicted excess is $9/32=0.281$; the sums give 0.287 at $N=125$ and 0.282 at $N=2000$. The rms error meanwhile falls from 0.0269 to 0.0066, a factor of four for sixteen times the orders. The error keeps its height and loses its width.

If $b$ is continuous with a kink, $b_m$ falls as $m^{-2}$. Near the wall the omitted part then shrinks as $1/N$. At the wall itself it shrinks faster, because the leading contributions from $v>1$ and $v<-1$ cancel. This is the situation of $\varepsilon E_z$, and also of $(1/\varepsilon)D_x$. The inverse rule uses the latter product and then inverts the matrix.

## Second contribution: the long-wave permittivity

When $k_0\Lambda\to0$, orders $n\ne0$ of $H$ are suppressed by $k_0^2\Lambda^2$, because $KZK$ is of order $\Lambda^{-2}$ there. The row $n=0$ has $K_0=0$ and leaves
$$\gamma^2/k_0^2=1/(M^{-1})_{00}.$$
The correct rule gives $1/\langle1/\varepsilon\rangle$ at every $N$. Here that is $1/(0.4/4+0.6)=1.4286$. The ordinary rule at $N=10$ gives 1.4493, which is 1.5% too large.

To see why, let $p(\theta)$ be a trigonometric polynomial of degree $N$ with coefficient vector $p$, and $T=[[\varepsilon]]$. Expanding the square,
$$\left\langle\varepsilon\left|p-\frac1\varepsilon\right|^2\right\rangle=p^\dagger Tp-2\,\mathrm{Re}\,p_0+\left\langle\frac1\varepsilon\right\rangle.$$
Since $\varepsilon>0$, $T$ is positive definite, and the minimum lies at $Tp=e_0$, where $e_0$ is the unit vector of order zero. There $p^\dagger Tp=p_0=(T^{-1})_{00}$, so
$$\delta_N\equiv\langle1/\varepsilon\rangle-(T^{-1})_{00}=\min_p\langle\varepsilon|p-1/\varepsilon|^2\rangle .$$
This $p$ is the truncated $E_x$ for unit constant $D_x$. The ordinary rule asks a finite Fourier sum to represent a field that jumps, and $\delta_N$ is the weighted square of its failure.

Replacing the weight by its smallest or largest value bounds $\delta_N$ between $\varepsilon_{\min}$ and $\varepsilon_{\max}$ times $\sum_{|n|>N}|(1/\varepsilon)_n|^2$. For ridge fraction $f$ the coefficients are $(1/\varepsilon_r-1/\varepsilon_g)\sin(\pi nf)/(\pi n)$, so this tail falls as $1/N$. Hence so does $\delta_N$.

A control isolates the jump as the cause. The smooth profile $2.5+1.5\cos\theta$ spans the same range, 1 to 4, yet its deficit under the ordinary rule is only $3\times10^{-11}$ at $N=10$.

## The constant, from one wall

Let $\varepsilon_-$ and $\varepsilon_+$ be the permittivities left and right of a wall, and $u=(N+\tfrac12)(\theta-\theta_w)$. The $2N+1$ orders fill a band of half-width $N+\tfrac12$, so for large $N$ the solution $p$ becomes a function $g(u)$ with spectrum in $|t|<1$, tending to $1/\varepsilon_\pm$ far away. Write
$$g'(u)=c\int_{-1}^{1}\varphi(t)e^{iut}dt.$$
The condition $Tp=e_0$ says that $\varepsilon g-1$ has no spectrum inside the band. Its derivative is $\varepsilon g'$ plus a delta function at the wall, whose spectrum is flat. Therefore $\varepsilon g'$ must have a constant spectrum for $|t|<1$.

Define $\Phi(\zeta)=(2\pi i)^{-1}\int_{-1}^1\varphi(s)\,ds/(s-\zeta)$, with values $\Phi_\pm$ just above and below the cut. The parts of $g'$ on $u>0$ and $u<0$ have spectra $-c\Phi_-$ and $c\Phi_+$, which add to $c\varphi$. The condition becomes
$$\varepsilon_-\Phi_+-\varepsilon_+\Phi_-=\text{constant}.$$
Try $\Phi=A(G-1)$ with $G=[(\zeta+1)/(\zeta-1)]^{i\beta}$, which vanishes at infinity as required. On the cut $G_\pm=e^{\pm\pi\beta}[(1+t)/(1-t)]^{i\beta}$. The $t$-dependent terms cancel if $\varepsilon_-e^{\pi\beta}=\varepsilon_+e^{-\pi\beta}$, so
$$\varphi=\left(\frac{1+t}{1-t}\right)^{i\beta},\qquad \beta=\frac{1}{2\pi}\ln\frac{\varepsilon_+}{\varepsilon_-},$$
with $A=1/(2\sinh\pi\beta)$. Solutions with an extra pole at $t=\pm1$ are excluded because their $g'$ does not decay.

The total rise fixes $c$: $\int g'du=2\pi c\,\varphi(0)=2\pi c=1/\varepsilon_+-1/\varepsilon_-$. Integrating by parts, with the oscillating ends averaged out,
$$\int\left(\frac1\varepsilon-g\right)du=\int u\,g'\,du=2\pi ic\,\varphi'(0)=-4\pi c\beta,$$
because $\varphi'(0)=2i\beta$. The delta function in $(1/\varepsilon)'$ drops out, being multiplied by $u=0$. Inserting $c$ and $\beta$ gives $S/\pi$, with
$$S=\ln\frac{\varepsilon_r}{\varepsilon_g}\left(\frac1{\varepsilon_g}-\frac1{\varepsilon_r}\right),$$
the same for both walls. Now $\delta_N=(2\pi)^{-1}\int(1/\varepsilon-p)\,d\theta$, and each wall adds $S/[\pi(N+\tfrac12)]$ to the integral:
$$\delta_N\simeq\frac{S}{\pi^2(N+\frac12)}.$$
So $F(r)=(1-1/r)\ln r/\pi^2$, which satisfies $F(1/r)=rF(r)$.

For the mask $S=1.386\times0.75=1.040$, and at $N=20$ the law gives $1.040/(9.870\times20.5)=0.00514$ against a computed 0.00509. At $N=500$ the law holds within 0.2% for ridge permittivities 2, 4 and 12.

The profile itself can be checked through its slope at the wall. For large $\zeta$, $G-1\simeq2i\beta/\zeta$, while $\Phi\simeq-(2\pi i\zeta)^{-1}\int\varphi\,dt$. Hence $\int\varphi\,dt=2\pi\beta/\sinh\pi\beta$ and
$$g'(0)=\left(\frac1{\varepsilon_+}-\frac1{\varepsilon_-}\right)\frac{\beta}{\sinh\pi\beta}.$$
Going from ridge to groove this is 0.2206; the truncated system at $N=1000$ gives 0.2208.

## Finite wavelength: weighing the two products

The fundamental mode is even about the ridge centre. With half-widths $a$ of the ridge and $b$ of the groove, $q^2=k_0^2\varepsilon_r-\gamma^2$ and $s^2=\gamma^2-k_0^2\varepsilon_g$, it is $\cos qx$ in the ridge and proportional to $\cosh s(x-\Lambda/2)$ in the groove. Continuity of $H$ and of $w=H'/\varepsilon$, which is proportional to $E_z$, requires
$$\frac{q}{\varepsilon_r}\tan qa=\frac{s}{\varepsilon_g}\tanh sb.$$
The root is $\gamma^2/k_0^2=3.18407$. The wall values are $H_w=0.1513$ and $w_w/k_0=-0.2232$, with $\langle H^2/\varepsilon\rangle=0.05727$.

**Error from $\varepsilon E_x$.** The ordinary rule replaces $1/\varepsilon$ on the left of the mode equation by $[[\varepsilon]]^{-1}$. To first order, with the self-adjoint right side unchanged,
$$\Delta\gamma^2\left\langle\frac{H^2}\varepsilon\right\rangle=\gamma^2\left\langle H\left(\frac1\varepsilon-[[\varepsilon]]^{-1}\right)H\right\rangle.$$
The difference is concentrated at the walls, where $H\simeq H_w$. The one-wall result therefore applies, multiplied by $H_w^2$:
$$\Delta\gamma^2\simeq\frac{\gamma^2S\,H_w^2}{\pi^2(N+\frac12)\langle H^2/\varepsilon\rangle}.$$
At $N=320$ the shift of $\gamma^2/k_0^2$ should be
$$\frac{3.184\times1.040\times0.0229}{9.870\times320.5\times0.05727}=4.19\times10^{-4},$$
which is also the computed error to these digits.

**Error from inverting the $E_z$ product too.** With $[[1/\varepsilon]]$ in both places, the largest $\gamma^2$ is the maximum over trigonometric polynomials of
$$\frac{\langle k_0^2H^2-H'^2/\varepsilon\rangle}{\langle H^2/\varepsilon\rangle}.$$
A restricted maximum cannot exceed the true one, so this error is negative. For a trial function $H+\eta$, the leading loss is $\langle\eta'^2/\varepsilon\rangle$, since $\eta$ contains mainly high orders. The polynomial must imitate $H'=\varepsilon w$, which jumps. This is the earlier minimum problem with $\varepsilon$ and $1/\varepsilon$ exchanged, so $S$ becomes $\ln(\varepsilon_r/\varepsilon_g)(\varepsilon_r-\varepsilon_g)$:
$$\Delta\gamma^2\simeq-\frac{\ln(\varepsilon_r/\varepsilon_g)(\varepsilon_r-\varepsilon_g)w_w^2}{\pi^2(N+\frac12)\langle H^2/\varepsilon\rangle}.$$
The requirement that $H'$ have zero mean costs nothing here: $H'$ is odd about the ridge centre, and so is its best approximation. At $N=320$ the formula gives $-1.144\times10^{-3}$, and the computation $-1.146\times10^{-3}$.

For this mode the misplaced inverse rule costs 2.7 times as much as the ordinary rule. The balance depends on the mode: in the long-wave limit $w_w/k_0$ vanishes while $H_w$ does not, and the order is reversed.

**Error left by the correct rule.** Consider
$$\gamma^2=\frac{\langle k_0^2H^2+2w'H+\varepsilon w^2\rangle}{\langle H^2/\varepsilon\rangle}.$$
Varying $w$ gives $\varepsilon w=H'$; varying $H$ gives $k_0^2H+w'=\gamma^2H/\varepsilon$. Restricting both fields to orders $|n|\le N$ turns these into $[[\varepsilon]]w=iKH$ and $k_0^2H+iKw=\gamma^2[[1/\varepsilon]]H$, which is the correct rule.

Both fields are now continuous with kinks, and their coefficients fall as $n^{-2}$. The error of a stationary value is quadratic in the field errors, giving $\sum_{n>N}n^{-4}\sim N^{-3}$. The term $w'H$ has an extra factor $n$, but its contribution from a single wall is odd in $n$ and cancels, while that from two different walls oscillates and also sums to order $N^{-3}$. This is an estimate, not a proof. The measured exponent is 2.91 between $N=20$ and 80. Both are multiples of 5, so the phases between the two walls, $2\pi Nf$ with $f=0.4$, are equivalent. For other $N$ the prefactor of $N^{-3}$ differs, and an exponent taken from two arbitrary orders can mislead.

At $N=20$ the errors of $\gamma^2/k_0^2$ are:

- ordinary: $+6.7\times10^{-3}$;
- correct: $-1.1\times10^{-4}$;
- inverse everywhere: $-1.8\times10^{-2}$.

Over the 100 nm depth the ordinary error is a phase of $3.142\times6.65\times10^{-3}/(2\times1.784)=0.00586$ rad, or 0.34°. The correct rule leaves $-0.006$°.

## Zero-order transmission of the mask

Light now enters through a substrate of permittivity 4 and leaves into a medium of permittivity 1. The two first orders also leave the mask, at an angle whose sine is $200/250=0.8$, and carry most of the light. An image of the lines needs more than one order, so the zero-order figures below are not image errors. The correct rule gives a zero-order transmission of 0.06942, steady to these digits from $N=40$ to 160. The ordinary rule gives 0.07141 at $N=5$, a relative error of 2.9%, and 0.06983 at $N=20$, still 0.6% high. Extrapolating its values at $N=80$ and 160 linearly in $1/N$ recovers 0.06942. Both rules therefore approach the same answer here. The $N^{-3}$ estimate was made for modes and is not claimed for transmissions, which also depend on the fields at the ridge ends.

Power balance does not reveal the error. For real $\varepsilon$ the matrices $M$ and $KZK$ are Hermitian. In $\partial_z(E_x^\dagger H+H^\dagger E_x)$ the terms then cancel in pairs, so the truncated system conserves its own flux. At $N=5$ the ordinary rule balances power to rounding error while its zero-order transmission is 2.9% wrong.

## Where the argument stops

Positivity of $\varepsilon$ made $T$ positive definite. If one material has negative real permittivity, $T$ can be singular: at $N=0$ it is the number $\langle\varepsilon\rangle$, which may vanish. Convergence is then not assured by this argument for any of the three rules. The correct rule also inverts $T$, through $Z$, and $[[1/\varepsilon]]$ is likewise no longer positive definite and can be nearly singular at some $N$. Absorbing mask materials, with complex $\varepsilon$, also lie outside the bounds and the numerical checks given here. Vertical walls matter too, since on a sloped wall $E_x$ is no longer the normal component and neither product has the simple continuity used above.

The infinite Fourier product rule is sound. The slow convergence comes from truncating it in a product whose two factors jump together, and the inverse rule helps because it lets the continuous field $D_x$ carry the expansion.

## Table of computed values

```
wavelength 200 nm, period 250 nm, ridge 100 nm, depth 100 nm
relative permittivity: ridge 4.0, groove 1.0
predicted relative D_x error at wall: 0.28125
N=125: D_x error at wall 0.2874, ridge centre 0.00806, rms 0.02686
N=500: D_x error at wall 0.2831, ridge centre 0.00234, rms 0.01321
N=2000: D_x error at wall 0.2818, ridge centre 0.00067, rms 0.00656
N=5: long-wave deficit 0.019550, law 0.019154, bounds 0.011234 to 0.044934
N=20: long-wave deficit 0.005094, law 0.005139, bounds 0.002847 to 0.011388
N=80: long-wave deficit 0.001301, law 0.001309, bounds 0.000712 to 0.002849
ridge eps 2, f=0.4: deficit/law at N=500 1.00006
ridge eps 4, f=0.4: deficit/law at N=500 0.99889
ridge eps 12, f=0.4: deficit/law at N=500 1.00090
ridge eps 4, f=0.3: deficit/law at N=500 0.99865
scaled wall slope of E_x, N=1000: 0.22077, law 0.22064
smooth grating, ordinary rule, N=10: deficit 3.2e-11
long-wave n2, N=10: ordinary 1.44930, correct 1.42857, exact 1.42857
exact fundamental mode: n2 3.18406889, gamma 56.05845 rad/um
mode: H_wall 0.15133, w_wall/k0 -0.22322, <H^2/eps> 0.05727
N=5: n2 error ordinary 2.526e-02, correct -4.445e-03, inverse everywhere -7.355e-02
N=20: n2 error ordinary 6.653e-03, correct -1.130e-04, inverse everywhere -1.835e-02
N=80: n2 error ordinary 1.671e-03, correct -1.999e-06, inverse everywhere -4.587e-03
N=320: n2 error ordinary 4.187e-04, correct -3.215e-08, inverse everywhere -1.146e-03
N=80: predicted n2 error ordinary 1.666e-03, inverse everywhere -4.555e-03
N=320: predicted n2 error ordinary 4.185e-04, inverse everywhere -1.144e-03
decay exponents: ordinary 0.998 (N 80-320), correct 2.910 (20-80), inverse everywhere 1.001 (80-320)
phase error over depth, N=20, ordinary: 0.33538 degree
phase error over depth, N=20, correct: -0.00570 degree
power imbalance, ordinary rule, N=5: 6.7e-16
N=5: zero-order transmission ordinary 0.071413, correct 0.069642
N=10: zero-order transmission ordinary 0.070297, correct 0.069482
N=20: zero-order transmission ordinary 0.069834, correct 0.069427
N=40: zero-order transmission ordinary 0.069624, correct 0.069420
N=80: zero-order transmission ordinary 0.069522, correct 0.069420
N=160: zero-order transmission ordinary 0.069471, correct 0.069421
ordinary rule extrapolated in 1/N from 80 and 160: 0.069421
```
